# Inferring the Acceptor Density of Compensated n-Type Silicon from Its Mobility: test program

```python
"""Acceptor density N_A of compensated n-type silicon from n, T and mobility.

Result under test: N_A solves
    mu * (n + 2 N_A) * G(b) = K,     G(b) = ln(1+b) - b/(1+b),
    K = 128 sqrt(2 pi) eps^2 (kT)^(3/2) / (q^3 sqrt(m)),
    b = 24 m kT lam^2 / hbar^2,      lam^2 = eps kT / (q^2 n_s),
    n_s = n + (n + N_A) n/(n + n1),  n1 = (N_c/g) exp(-E_d/kT).
n: free electrons; mu: ionized-impurity mobility; lam: screening length;
n_s: screening density; N_c: band density of states; E_d, g: donor depth
and degeneracy; m: conductivity mass. SI units inside, cm-based in print.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

q, hbar, kB, m0 = sc.e, sc.hbar, sc.k, sc.m_e
pi = np.pi

# chosen data and rough typical silicon parameters
T = 77.0
n = 1.0e21                  # m^-3
mu = 0.6                    # m^2/Vs
eps_r, ml, mt = 11.7, 0.92, 0.19
Ed = 0.045 * q
g = 2.0
split = 0.012 * q           # rough height of excited donor states
mu_lattice = 2.0            # rough lattice mobility, m^2/Vs

eps = eps_r * sc.epsilon_0
kT = kB * T
m = 3 / (1 / ml + 2 / mt) * m0
md = (ml * mt**2)**(1 / 3) * m0
Nc = 12 * (md * kT / (2 * pi * hbar**2))**1.5
n1 = Nc / g * np.exp(-Ed / kT)


def G(b):
    return np.log1p(b) - b / (1 + b)


def log_slope(b):
    return b**2 / ((1 + b)**2 * G(b))


def prefactor(mass):
    return (128 * np.sqrt(2 * pi) * eps**2 * kT**1.5
            / (q**3 * np.sqrt(mass)))


def screening_density(NA, n1_value=n1):
    return n + (n + NA) * n / (n + n1_value)


def length(ns):
    return np.sqrt(eps * kT / (q**2 * ns))


def b_of(energy, lam, mass=m):
    return 8 * mass * energy * lam**2 / hbar**2


def b_thermal(NA, n1_value=n1):
    return b_of(3 * kT, length(screening_density(NA, n1_value)))


K = prefactor(m)


def mobility(NA, n1_value=n1):
    return K / ((n + 2 * NA) * G(b_thermal(NA, n1_value)))


def infer(model, target=mu):
    return brentq(lambda NA: model(NA) / target - 1, 1e17, 1e23,
                  xtol=1e10, rtol=1e-13)


# ---- self-consistent solution by iteration
def update(NA):
    return 0.5 * (K / (mu * G(b_thermal(NA))) - n)


NA_free = 0.5 * (K / (mu * G(b_of(3 * kT, length(n)))) - n)
iterates = [NA_free]
for _ in range(40):
    iterates.append(update(iterates[-1]))
NA = iterates[-1]
assert abs(NA / infer(mobility) - 1) < 1e-9
assert all(iterates[i + 1] > iterates[i] for i in range(5))
NI = n + 2 * NA
ns = screening_density(NA)
lam = length(ns)
b = b_thermal(NA)
phi = n / (n + n1)
ND = (n + NA) * (1 + n / n1)
N_neutral = ND - n - NA

# ---- density of states from Gaussian integrals over the ellipsoid
dos = 12.0
for mass in (ml, mt, mt):
    width = hbar**2 * 1e18 / (2 * mass * m0 * kT)
    dos *= quad(lambda k: np.exp(-width * k * k), -3, 3,
                points=[0], epsabs=0, epsrel=1e-9)[0] / (2 * pi) * 1e9
assert abs(dos / Nc - 1) < 1e-7


# ---- forward neutrality problem and screening charge by differences
def electrons(eta):
    return Nc * np.exp(eta)


def ionized(eta):
    return ND / (1 + g * np.exp(eta + Ed / kT))


eta = brentq(lambda e: (electrons(e) + NA - ionized(e)) / n, -30, 0,
             xtol=1e-13)
assert abs(electrons(eta) / n - 1) < 1e-8
d = 1e-4
ns_fd = (electrons(eta + d) - ionized(eta + d)
         - electrons(eta - d) + ionized(eta - d)) / (2 * d)
assert abs(ns_fd / ns - 1) < 1e-6


# ---- mobility from the Born amplitude: angle and energy quadrature
def rate_numeric(energy):
    k = np.sqrt(2 * m * energy) / hbar

    def integrand(theta):
        q2 = (2 * k * np.sin(theta / 2))**2
        amp = m / (2 * pi * hbar**2) * q**2 / (eps * (q2 + lam**-2))
        return (2 * pi * np.sin(theta) * 2 * np.sin(theta / 2)**2
                * amp**2 * 1e18)
    sigma = quad(integrand, 0, pi, points=[0.01, 0.1, 1.0],
                 epsabs=0, epsrel=1e-8, limit=200)[0] * 1e-18
    return NI * hbar * k / m * sigma


rate_formula = (NI * q**4 * G(b)
                / (16 * pi * np.sqrt(2 * m) * eps**2 * (3 * kT)**1.5))
rate3 = rate_numeric(3 * kT)
assert abs(rate3 / rate_formula - 1) < 1e-6
x, w = np.polynomial.laguerre.laggauss(40)
tau = np.array([1 / rate_numeric(xi * kT) for xi in x])
mu_numeric = q / m * 4 / (3 * np.sqrt(pi)) * np.sum(w * x**1.5 * tau)


def mobility_averaged(NA_value):
    bb = b_thermal(NA_value) * x / 3
    return K / (n + 2 * NA_value) * np.sum(w * x**3 / G(bb)) / 6


assert abs(mu_numeric / mobility_averaged(NA) - 1) < 1e-5
assert abs(mu_numeric / mu - 1) < 0.05   # frozen logarithm is approximate
NA_avg = infer(mobility_averaged)

# ---- slope of the map, uniqueness, error propagation
contraction = log_slope(b) * phi * NI / (2 * ns)
slope_fd = (update(NA * 1.0001) - update(NA * 0.9999)) / (2e-4 * NA)
assert abs(slope_fd / contraction - 1) < 1e-5
b_star = brentq(lambda t: log_slope(t) - 1, 0.5, 10)
assert np.all(log_slope(np.geomspace(b_star * 1.001, 1e8, 500)) < 1)
grid = np.geomspace(1e18, 1e26, 2000)
grid = grid[b_thermal(grid) > b_star]
assert np.all(np.diff((n + 2 * grid) * G(b_thermal(grid))) > 0)
NA_spurious = brentq(lambda t: mobility(t) / mu - 1, 1e25, 1e28)
b_spurious = b_thermal(NA_spurious)
assert b_spurious < b_star
sensitivity = -NI / (2 * NA * (1 - contraction))
sens_fd = (np.log(infer(mobility, mu * 1.001))
           - np.log(infer(mobility, mu * 0.999))) / np.log(1.001 / 0.999)
assert abs(sens_fd / sensitivity - 1) < 1e-4

# ---- anisotropic mass: one relaxation time for each ellipsoid axis
node, weight = np.polynomial.legendre.leggauss(60)
c = (node + 1) / 2
wc = weight / 2


def axis_factors(bb, m_long, m_trans):
    mean = (m_long * m_trans**2)**(1 / 3)
    M = (m_long * c**2 + m_trans * (1 - c**2)) / mean
    core = G(bb * M) / M**2
    return (3 * np.sum(wc * c**2 * core),
            1.5 * np.sum(wc * (1 - c**2) * core))


rng = np.random.default_rng(4)
pts = rng.normal(size=(2, 1000000, 3))
pts /= np.linalg.norm(pts, axis=2)[:, :, None]
D2 = (pts[0] - pts[1])**2
b_test = 20.0
q2s = (ml * D2[:, 2] + mt * (D2[:, 0] + D2[:, 1])) * m0 / md
kernel = 12 / (q2s + 4 / b_test)**2
sampled = (np.mean(D2[:, 2] * kernel),
           np.mean((D2[:, 0] + D2[:, 1]) * kernel) / 2)
assert np.allclose(sampled, axis_factors(b_test, ml, mt), rtol=0.02)
del pts, D2, q2s, kernel


def mobility_anisotropic(NA_value):
    lam_value = length(screening_density(NA_value))
    f = np.array([axis_factors(b_of(xi * kT, lam_value, md), ml, mt)
                  for xi in x])
    inv_l = np.sum(w * x**3 / f[:, 0]) / 6
    inv_t = np.sum(w * x**3 / f[:, 1]) / 6
    return (prefactor(md) / (n + 2 * NA_value) * md / (3 * m0)
            * (inv_l / ml + 2 * inv_t / mt))


NA_aniso = infer(mobility_anisotropic)

# ---- excited donor states raise the effective degeneracy
g_eff = g * (1 + 5 * np.exp(-split / kT))
NA_excited = infer(lambda t: mobility(t, n1 * g / g_eff))

# ---- beyond Born: partial waves, lengths in donor Bohr radii
a_B = 4 * pi * eps * hbar**2 / (m * q**2)
k_red = np.sqrt(2 * m * 3 * kT) / hbar * a_B
lam_red = lam / a_B


def sigma_waves(Z):
    """Momentum-transfer cross section for potential energy -Z exp(-r/lam)/r."""
    ell = np.arange(int(8 * k_red * lam_red) + 6)
    h = 5e-4
    r = np.exp(np.arange(np.log(1e-3), np.log(12 * lam_red), h))
    local = -2 * Z * r * np.exp(-r / lam_red) - (k_red * r)**2
    barrier = (ell + 0.5)**2
    ratio = np.exp((ell + 0.5) * h)
    for value in local[1:-1]:
        t = (barrier + value) * h * h / 12
        ratio = 2 + 12 * t / (1 - t) - 1 / ratio
    t1 = (barrier + local[-2]) * h * h / 12
    t2 = (barrier + local[-1]) * h * h / 12
    ratio = ratio * (1 - t1) / (1 - t2)
    ra, rb = r[-2], r[-1]
    top = (np.sqrt(rb) * spherical_jn(ell, k_red * rb)
           - ratio * np.sqrt(ra) * spherical_jn(ell, k_red * ra))
    bottom = (np.sqrt(rb) * spherical_yn(ell, k_red * rb)
              - ratio * np.sqrt(ra) * spherical_yn(ell, k_red * ra))
    delta = np.arctan2(top, bottom)
    return (4 * pi / k_red**2
            * np.sum((ell[:-1] + 1) * np.sin(np.diff(delta))**2))


sigma_born = 2 * pi * G(b) / k_red**4
weak = 0.05
weak_ratio = ((sigma_waves(weak) + sigma_waves(-weak))
              / (2 * weak**2 * sigma_born))
assert abs(weak_ratio - 1) < 0.01       # remainder is of order weak**2
ratio_donor = sigma_waves(1.0) / sigma_born
ratio_acceptor = sigma_waves(-1.0) / sigma_born
ratio_mean = ((n + NA) * ratio_donor + NA * ratio_acceptor) / NI
NA_waves = infer(lambda t: mobility(t) / ratio_mean)


# ---- cutoff at half the ion spacing instead of screening
def mobility_cutoff(NA_value):
    ions = n + 2 * NA_value
    beta = 12 * pi * eps * kT / (q**2 * ions**(1 / 3))
    return K / (ions * np.log1p(beta**2))


NA_cutoff = infer(mobility_cutoff)

# ---- other scattering
mu_ion_if_total = 1 / (1 / mu - 1 / mu_lattice)
NA_if_total = infer(mobility, mu_ion_if_total)
mu_neutral = q / (20 * hbar * a_B * N_neutral)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


cm3 = 1e-6
show("Temperature", T, "K")
show("Thermal energy kT", kT / q * 1e3, "meV")
show("Given electron density n", n * cm3, "cm^-3", ".3e")
show("Given ionized-impurity mobility", mu * 1e4, "cm^2/Vs")
show("Relative permittivity", eps_r)
show("Longitudinal mass", ml, "m_e")
show("Transverse mass", mt, "m_e")
show("Conductivity mass m", m / m0, "m_e")
show("Density-of-states mass per valley", md / m0, "m_e")
show("Donor depth", Ed / q * 1e3, "meV")
show("Donor degeneracy g", g)
show("Band density of states N_c", Nc * cm3, "cm^-3", ".3e")
show("Occupation density n1", n1 * cm3, "cm^-3", ".3e")
show("Neutral donor fraction phi", phi)
show("Prefactor K", K * 0.01, "1/(cm V s)", ".4e")
show("Required product N_I*G", K / mu * cm3, "cm^-3", ".4e")
show("b, free-electron screening", b_of(3 * kT, length(n)))
show("Screening length, free electrons", length(n) * 1e9, "nm")
for i in range(5):
    print(f"Iterate {i}: N_A = {iterates[i] * cm3:.5e} cm^-3, "
          f"lambda = {length(screening_density(iterates[i])) * 1e9:.3f} nm, "
          f"G = {G(b_thermal(iterates[i])):.4f}")
show("RESULT N_A", NA * cm3, "cm^-3", ".4e")
show("RESULT N_A in SI", NA, "m^-3", ".4e")
show("Donor density N_D", ND * cm3, "cm^-3", ".4e")
show("Compensation ratio N_A/N_D", NA / ND)
show("Ion density N_I", NI * cm3, "cm^-3", ".4e")
show("Screening density n_s", ns * cm3, "cm^-3", ".4e")
show("Screening length", lam * 1e9, "nm")
show("Mean ion spacing N_I^(-1/3)", NI**(-1 / 3) * 1e9, "nm")
print(f"b = {b:.2f}, G(b) = {G(b):.4f}, s(b) = {log_slope(b):.4f}")
show("N_A error, free-electron screening", 100 * (NA_free / NA - 1), "%")
show("Slope c of iteration map", contraction)
show("Sensitivity dlnN_A/dlnmu", sensitivity)
show("b where s = 1", b_star)
print(f"Spurious root: N_A = {NA_spurious * cm3:.3e} cm^-3, "
      f"b = {b_spurious:.3g}")
show("Scattering rate at 3kT by quadrature", rate3, "1/s", ".4e")
show("Energy-averaged mobility at RESULT", mu_numeric * 1e4, "cm^2/Vs")
for label, value in (("full energy average", NA_avg),
                     ("anisotropic mass + energy average", NA_aniso),
                     ("excited donor states", NA_excited),
                     ("phase shifts at 3kT", NA_waves),
                     ("half-spacing cutoff", NA_cutoff),
                     ("if given mobility were total", NA_if_total)):
    print(f"N_A, {label}: {value * cm3:.3e} cm^-3 "
          f"({100 * (value / NA - 1):+.1f} %)")
print(f"Excited-state height {split / q * 1e3:.3g} meV, "
      f"effective g {g_eff:.3f}")
print(f"Donor Bohr radius {a_B * 1e9:.3f} nm, k*a_B at 3kT {k_red:.3f}")
print(f"Cross section/Born: donor {ratio_donor:.3f}, "
      f"acceptor {ratio_acceptor:.3f}, mean {ratio_mean:.3f}")
show("Weak-coupling cross section/Born", weak_ratio, "", ".5f")
show("Rough lattice mobility", mu_lattice * 1e4, "cm^2/Vs")
print(f"Neutral donors {N_neutral * cm3:.3e} cm^-3, "
      f"their mobility {mu_neutral * 1e4:.3g} cm^2/Vs")
print(f"Degeneracy n/N_c {n / Nc:.2e}; electron share n/N_I {n / NI:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 77 K
Thermal energy kT: 6.635 meV
Given electron density n: 1.000e+15 cm^-3
Given ionized-impurity mobility: 6000 cm^2/Vs
Relative permittivity: 11.7
Longitudinal mass: 0.92 m_e
Transverse mass: 0.19 m_e
Conductivity mass m: 0.2583 m_e
Density-of-states mass per valley: 0.3214 m_e
Donor depth: 45 meV
Donor degeneracy g: 2
Band density of states N_c: 3.568e+18 cm^-3
Occupation density n1: 2.023e+15 cm^-3
Neutral donor fraction phi: 0.3308
Prefactor K: 5.9823e+20 1/(cm V s)
Required product N_I*G: 9.9706e+16 cm^-3
b, free-electron screening: 2316
Screening length, free electrons: 65.5 nm
Iterate 0: N_A = 6.88720e+15 cm^-3, lambda = 34.480 nm, G = 5.4674
Iterate 1: N_A = 8.61815e+15 cm^-3, lambda = 32.032 nm, G = 5.3207
Iterate 2: N_A = 8.86965e+15 cm^-3, lambda = 31.718 nm, G = 5.3010
Iterate 3: N_A = 8.90435e+15 cm^-3, lambda = 31.676 nm, G = 5.2984
Iterate 4: N_A = 8.90910e+15 cm^-3, lambda = 31.670 nm, G = 5.2980
RESULT N_A: 8.9099e+15 cm^-3
RESULT N_A in SI: 8.9099e+21 m^-3
Donor density N_D: 1.4808e+16 cm^-3
Compensation ratio N_A/N_D: 0.6017
Ion density N_I: 1.8820e+16 cm^-3
Screening density n_s: 4.2778e+15 cm^-3
Screening length: 31.67 nm
Mean ion spacing N_I^(-1/3): 37.59 nm
b = 541.45, G(b) = 5.2979, s(b) = 0.1881
N_A error, free-electron screening: -22.7 %
Slope c of iteration map: 0.1368
Sensitivity dlnN_A/dlnmu: -1.224
b where s = 1: 2.163
Spurious root: N_A = 4.824e+20 cm^-3, b = 0.0145
Scattering rate at 3kT by quadrature: 9.8568e+11 1/s
Energy-averaged mobility at RESULT: 5887 cm^2/Vs
N_A, full energy average: 8.705e+15 cm^-3 (-2.3 %)
N_A, anisotropic mass + energy average: 8.159e+15 cm^-3 (-8.4 %)
N_A, excited donor states: 9.547e+15 cm^-3 (+7.1 %)
N_A, phase shifts at 3kT: 1.278e+16 cm^-3 (+43.4 %)
N_A, half-spacing cutoff: 1.443e+16 cm^-3 (+62.0 %)
N_A, if given mobility were total: 5.758e+15 cm^-3 (-35.4 %)
Excited-state height 12 meV, effective g 3.639
Donor Bohr radius 2.397 nm, k*a_B at 3kT 0.881
Cross section/Born: donor 0.829, acceptor 0.652, mean 0.745
Weak-coupling cross section/Born: 0.99870
Rough lattice mobility: 2e+04 cm^2/Vs
Neutral donors 4.898e+15 cm^-3, their mobility 6.47e+04 cm^2/Vs
Degeneracy n/N_c 2.80e-04; electron share n/N_I 0.053
ALL CHECKS PASSED
```
